# Delocalisation Error in Stretched H2+ and Artificially Low Homolysis Barriers

## Definitions and conventions

The nuclei are clamped and the electrons nonrelativistic. Derivations use atomic units: energies in hartree, distances in bohr. Barriers are given in kJ/mol, with 1 hartree = 2625.5 kJ/mol, and contain no zero-point energy.

Let \(n\) be the density of one spin-up electron, or of a fraction of one. Its Hartree self-energy is

\[
J[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

The approximate exchange-correlation energy of this fully polarised density is \(E_{xc}[n,0]\), and \(X[n]>0\) denotes the magnitude of its local exchange energy. A fragment holding \(q\) electrons, \(0\le q\le1\), has energy \(E(q)\). For a hydrogen atom \(E(0)=0\), and the exact value of \(E(1)\) is called \(E_H\).

Delocalisation error means here that an approximate \(E(q)\) lies below the straight line joining its own values at \(q=0\) and \(q=1\). This differs from lying below the exact energy, because the approximate end point \(E(1)\) may itself be wrong.

Homolysis of the one-electron bond is the reaction \(\mathrm{H_2^+\to H+H^+}\). The exact curve has no maximum beyond its minimum, so the energy to be overcome is the dissociation energy.

## The exact energy does not depend on the sharing

Place protons A and B a distance \(R\) apart, with 1s orbitals \(a\) and \(b\). Share the electron through

\[
\phi=\sqrt q\,a+\sqrt{1-q}\,b .
\]

The one-electron Hamiltonian is \(h=-\tfrac12\nabla^2-1/r_A-1/r_B\). At large \(R\), the electron on A sees its own proton and a distant one:

\[
\langle a|h|a\rangle\to E_H-\frac1R,\qquad
\langle b|h|b\rangle\to E_H-\frac1R .
\]

The overlap \(\langle a|b\rangle\) and the coupling \(\langle a|h|b\rangle\) vanish exponentially. Adding the nuclear repulsion gives

\[
E\to q\Big(E_H-\frac1R\Big)+(1-q)\Big(E_H-\frac1R\Big)+\frac1R=E_H .
\]

Every \(q\) gives the same energy. An electron on one proton and an electron spread over both are degenerate in this limit.

The fragment law behind this result follows from scaling. For a one-orbital density, the kinetic energy is \(\tfrac18\int|\nabla n|^2/n\,d^3r\), and the nuclear attraction is \(\int vn\,d^3r\). Both are multiplied by \(q\) when \(n\) is replaced by \(qn\). Minimising their sum at electron number \(q\) therefore gives

\[
E(q)=qE_H ,
\]

a straight line. Two half atoms have the energy \(2E(1/2)=E_H\), equal to that of one atom and one bare proton.

## What an approximate functional adds

One electron does not repel itself. The exact exchange-correlation energy of a one-electron density must therefore cancel \(J[n]\) completely. An approximate functional leaves

\[
\Delta[n]=J[n]+E_{xc}[n,0].
\]

The kinetic energy and nuclear attraction are treated exactly, so at a given density \(\Delta\) is the whole error.

Consider local exchange without correlation. For equal spin densities it is \(-C_x\int n^{4/3}d^3r\), with \(C_x=\tfrac34(3/\pi)^{1/3}\). The spin-scaling relation says that a fully polarised density has half the exchange energy of an unpolarised density \(2n\):

\[
E_x[n,0]=-\frac{C_x}{2}\int(2n)^{4/3}d^3r
=-2^{1/3}C_x\int n^{4/3}d^3r=-X[n].
\]

Now multiply a fixed density by \(q\). The Hartree energy contains two densities and scales as \(q^2\), while local exchange scales as \(q^{4/3}\). Hence

\[
\Delta(q)=q^2J-q^{4/3}X .
\]

Because the powers differ, the two terms cannot cancel at every \(q\), even if they cancel at \(q=1\). Exact exchange for one orbital also scales as \(q^2\) and equals \(-J\) at \(q=1\), so it cancels the Hartree term at every \(q\).

## The two constants for a 1s density

For \(n=e^{-2r}/\pi\), the charge inside radius \(r\) is \(Q(r)=1-e^{-2r}(1+2r+2r^2)\). Counting each pair of charge elements once, with the inner one inside radius \(r\), gives

\[
\begin{aligned}
J&=\int_0^\infty 4\pi r^2n(r)\frac{Q(r)}r\,dr\\
&=4\int_0^\infty r e^{-2r}dr-4\int_0^\infty(r+2r^2+2r^3)e^{-4r}dr\\
&=1-4\Big(\frac1{16}+\frac1{16}+\frac3{64}\Big)=\frac5{16}.
\end{aligned}
\]

For exchange,

\[
\int n^{4/3}d^3r=4\pi^{-1/3}\int_0^\infty r^2e^{-8r/3}dr
=4\pi^{-1/3}\cdot2\Big(\frac38\Big)^3=\frac{27}{64}\pi^{-1/3},
\]

so that

\[
X=2^{1/3}\cdot\frac34\Big(\frac3\pi\Big)^{1/3}\cdot\frac{27}{64}\pi^{-1/3}
=\frac{81}{256}\Big(\frac6{\pi^2}\Big)^{1/3}.
\]

Numerically \(J=0.3125\) and \(X=0.2680\) hartree. The integer atom is too high by \(J-X=0.0445\) hartree.

## The fractional energy lies below the chord

The exact part of \(E(q)\) is linear for a fixed density shape. The distance below the chord therefore comes from \(\Delta\) alone:

\[
\begin{aligned}
q\Delta(1)-\Delta(q)&=q(J-X)-q^2J+q^{4/3}X\\
&=q\big[J(1-q)-X(1-q^{1/3})\big].
\end{aligned}
\]

Use \(1-q=(1-q^{1/3})(1+q^{1/3}+q^{2/3})\) to factor it:

\[
q\Delta(1)-\Delta(q)=q(1-q^{1/3})\big[J(1+q^{1/3}+q^{2/3})-X\big].
\]

If \(J>X\), every factor is positive for \(0<q<1\). The fractional energy then lies below the chord throughout the interval.

This does not make the curve convex everywhere. Its second derivative is

\[
\Delta''(q)=2J-\frac49Xq^{-2/3},
\]

which is negative for \(q<(2X/9J)^{3/2}=0.083\). The curve bends downwards at very small \(q\) and upwards afterwards.

For two half atoms the error is

\[
2\Delta(1/2)=\frac J2-2^{-1/3}X=-0.0565\ \text{hartree}.
\]

Subtracting the error of the integer atom gives the shift relative to the chord:

\[
2\Delta(1/2)-\Delta(1)=-\frac J2+(1-2^{-1/3})X=-0.1010\ \text{hartree}.
\]

Halving the charge on each centre removes half of the total Hartree self-energy but only about a fifth of the exchange. The balance between them is lost.

## Relaxation of the density

The density may change shape when \(q\) changes, so the fixed-shape result needs support. Take the self-consistent density \(n_1\) of the integer atom with local exchange. Let \(t_1\) be its kinetic plus nuclear energy, and \(J_1,X_1\) its Hartree and exchange magnitudes, so that \(E(1)=t_1+J_1-X_1\).

The density \(n_1/2\) is an allowed trial density for the half atom. By the variational principle,

\[
\begin{aligned}
2E(1/2)&\le2\Big[\frac{t_1}2+\frac{J_1}4-2^{-4/3}X_1\Big]\\
&=E(1)-\frac{J_1}2+(1-2^{-1/3})X_1 .
\end{aligned}
\]

The right side is below \(E(1)\) whenever \(J_1>2(1-2^{-1/3})X_1\approx0.41X_1\). The numerical test confirms the stronger condition \(J_1>X_1\). Relaxation therefore cannot remove the lowering for local exchange.

In the cc-pVTZ basis the bound is \(-0.5524\) hartree, while the relaxed \(2E(1/2)\) is \(-0.5579\). The integer atom has \(-0.4567\). The relaxed shift, \(-0.1012\) hartree, is close to the fixed-density value because both the integer atom and the half atoms relax by small, similar amounts.

The argument above covers local exchange. For other functionals the shift \(2E(1/2)-E(1)\) is computed:

- SVWN, which adds local correlation: \(-0.1001\) hartree.
- PBE, a gradient-corrected functional: \(-0.1066\) hartree.
- PBE0, with one quarter exact exchange: \(-0.0786\) hartree.
- Hartree–Fock: zero to the printed accuracy.

PBE gives \(E(1)=-0.4996\) hartree, close to the basis-set value \(-0.4998\), yet puts the two half atoms at \(-0.6062\). A good energy for the integer atom is no evidence of a good fractional energy.

The PBE0 value can be understood at fixed density. Replacing a quarter of the exchange by \(-J\) gives

\[
J+\tfrac14(-J)+\tfrac34E_x+E_c=\tfrac34(J+E_x)+E_c .
\]

The Hartree-exchange error falls by a quarter, and three quarters of it remains.

## The curve at finite distance

Return to two protons. The exact electrostatic terms still cancel at large \(R\), but the approximate functional contains a Hartree repulsion between the two parts of the same electron. Charges \(q\) and \(1-q\) contribute \(q(1-q)/R\), and local exchange has no long-range term to cancel it. For the fixed 1s shape,

\[
\begin{aligned}
E(q;R)\simeq{}&E_H+J[q^2+(1-q)^2]\\
&-X[q^{4/3}+(1-q)^{4/3}]+\frac{q(1-q)}R .
\end{aligned}
\]

At \(R=14\) bohr and \(q=1/2\), the last term is \(1/56=0.0179\) hartree. The energy becomes

\[
-0.4998-0.0565+0.0179=-0.5384\ \text{hartree},
\]

in agreement with direct evaluation of the functional for the shared orbital. With the electron on one proton, the same functional gives \(-0.4553\). The exact energy remains \(-0.4998\) in both cases.

After relaxation, the symmetric curve approaches

\[
E(R)\to2E(1/2)+\frac1{4R}.
\]

This tail falls as \(R\) grows. Just outside the bonding minimum the curve rises, so a maximum must lie between the two regions. It is false: the exact curve has none.

The calculations keep the electron in an orbital even under inversion, which gives equal charges on the protons. At 14 bohr, moving a small amount of charge from one side to the other raises both the SVWN and the PBE energy. The shared solution is therefore stable against that change.

## Numbers for the one-electron bond

The reference is the lowest eigenvalue of the one-electron Hamiltonian in cc-pVTZ. It contains no functional error, but it does contain basis-set error. Its minimum is \(-0.6022\) hartree at 2.00 bohr. The dissociation energy is

\[
[-0.4998-(-0.6022)]\times2625.5\approx269\ \text{kJ/mol}.
\]

The SVWN curve reaches its false maximum at about 5.9 bohr, only 107 kJ/mol above its own minimum. For PBE the maximum is at about 5.6 bohr and 102 kJ/mol. These apparent barriers are about 162 and 167 kJ/mol below the reference dissociation energy.

Beyond the maximum the curves fall. At 14 bohr they stand 64 kJ/mol (SVWN) and 56 kJ/mol (PBE) above their minima, and the \(1/(4R)\) repulsion has not yet died out. Their limits follow from the half-atom energies. For PBE,

\[
[-0.6062-(-0.6097)]\times2625.5\approx9\ \text{kJ/mol},
\]

and for SVWN the same subtraction gives about 17 kJ/mol. Both functionals predict almost no net cost for complete separation into half atoms.

The error changes character if the products are computed separately as H and \(\mathrm{H^+}\). The dissociation energies are then 280 kJ/mol for SVWN and 289 kJ/mol for PBE, which are 11 and 20 kJ/mol too large. Integer fragments avoid the fractional-charge limit, but not the functional's errors in the bonded ion and the atom. The same functional can thus overestimate a dissociation energy and underestimate the apparent barrier on its dissociation curve.

## Unequal fragments: a quadratic model

The two fragments of an ion may also be unequal. Let placing the electron on A cost \(\delta\ge0\) more than placing it on B. Model the delocalisation error by a lowering \(Uq(1-q)\), where \(q\) is the charge on A and \(U>0\) already includes the reduction by \(1/R\):

\[
E(q)-E(0)=q\delta-Uq(1-q).
\]

The exact line, \(U=0\), has its minimum at \(q=0\) if \(\delta>0\) and is flat if \(\delta=0\). With \(U>0\), setting the derivative to zero gives

\[
\delta-U(1-2q)=0,\qquad q_*=\frac{U-\delta}{2U}.
\]

A fractional minimum exists if \(\delta<U\). Since \(U(1-q_*)=(U+\delta)/2\), the energy there is

\[
E(q_*)-E(0)=q_*\Big[\delta-\frac{U+\delta}2\Big]=-\frac{(U-\delta)^2}{4U}.
\]

Equal fragments, \(\delta=0\), give the largest lowering, \(U/4\). The lowering disappears when \(\delta\) reaches \(U\). This is a model for the trend. The small-\(q\) behaviour of local exchange found above is not quadratic, so the threshold \(\delta=U\) belongs to the model and should not be used as a quantitative criterion.

## When a reaction barrier is reduced

Write the approximate energy as the true energy plus an error \(\varepsilon\). At fixed geometries, the barrier error is

\[
B_{\rm approx}-B_{\rm true}
=\varepsilon(\text{transition state})-\varepsilon(\text{reactant}).
\]

The barrier is too low when the error is more negative at the transition state. Delocalisation error can work in this direction when an electron is spread over more centres there than in the reactant. The number of centres does not settle the matter alone. Contracting a density uniformly by a factor \(\lambda>1\) multiplies both \(J\) and \(X\) by \(\lambda\), so a positive error \(J-X\) grows by the same factor if the shape of the density is unchanged.

The smallest model of a hydrogen radical breaking a bond homolytically is

\[
\mathrm{H+H_2\to H_2+H}.
\]

The collinear \(\mathrm{H_3}\) transition state has two electrons of majority spin and one of minority spin. The minority electron occupies the lowest orbital, which extends over three centres, though unequally, with about half of the electron on the middle atom; in \(\mathrm{H_2}\) it extends over two.

A separated-centre estimate shows the expected direction. One electron divided equally over \(m\) distant 1s centres has the local-exchange error

\[
m\Big[\frac J{m^2}-\frac X{m^{4/3}}\Big]=\frac Jm-\frac X{m^{1/3}} .
\]

This is \(-0.0565\) hartree for \(m=2\) and about \(-0.082\) for \(m=3\). At bonding distances the Hartree repulsion between centres is large, so the estimate only suggests a direction, to be checked with computed densities, and is not a barrier correction.

The minority electron is alone in its spin channel. Its self-interaction error \(J[n_\downarrow]+E_{xc}[n_\downarrow,0]\) can therefore be calculated from its density without choosing how to localise orbitals.

## Numbers for radical attack

Full configuration interaction (FCI) in the 6-311G** basis is the reference. It treats electron correlation completely within that basis, but it still contains basis-set error, and it leaves out zero-point motion and tunnelling. The errors listed below are differences from this finite-basis reference, not from the exact barrier. The H–H distances used, estimated from three-point parabolic fits, are 1.758 bohr in the symmetric transition state and 1.406 bohr in \(\mathrm{H_2}\). An antisymmetric displacement lowers the energy of the former and a bend raises it, as required for a first-order saddle.

The FCI barrier is 46.4 kJ/mol. At the same geometries the other methods give:

- SVWN: \(-11.7\) kJ/mol, an error of \(-58.0\).
- PBE: 15.7 kJ/mol, an error of \(-30.7\).
- PBE0: 23.9 kJ/mol, an error of \(-22.5\).
- Unrestricted Hartree–Fock: 73.3 kJ/mol, an error of \(+27.0\).

The negative SVWN value means that the FCI saddle geometry lies below the separated reactants on the SVWN surface. It is not a barrier optimised with SVWN.

From \(\mathrm{H_2}\) to \(\mathrm{H_3}\), the minority-electron error changes from 57.7 to 34.2 kJ/mol in SVWN, a change of \(-23.5\). In PBE it changes from \(-5.6\) to \(-23.4\), a change of \(-17.8\). The SVWN error is positive in both molecules, yet its change still acts to lower the barrier: the difference matters, not the sign at one geometry.

These changes act in the direction of the low barriers, but they do not isolate the effect of spreading the electron over a third centre. The H–H distances also lengthen from \(\mathrm{H_2}\) to \(\mathrm{H_3}\), and stretching \(\mathrm{H_2}\) alone from 1.406 to 1.758 bohr already lowers the minority-electron error in both functionals. The contributions of the majority-spin electrons and of the correlation between electrons are not separated here, and they need not be small. The reactant H atom alone is too high by about 56 kJ/mol in SVWN (\(-0.4783\) against \(-0.4998\) hartree in cc-pVTZ), more than twice the minority-electron change, while in PBE its error is below 1 kJ/mol. How much of that error survives in \(\mathrm{H_3}\) is not determined here.

Hartree–Fock has no one-electron self-interaction error, but it omits correlation. Its barrier is too high here. Freedom from one-electron self-interaction error is therefore not enough to make a many-electron barrier accurate.

## Neutral \(\mathrm{H_2}\): where the argument stops

When the neutral two-electron bond of \(\mathrm{H_2}\) separates into two atoms, each atom has one whole electron. The fractional-charge argument then gives no lowering of the separated limit. At 10 bohr, unrestricted PBE agrees with two PBE atoms to 0.01 kJ/mol. This result is for two equal atoms; unequal neutral fragments are not tested here.

A spin-restricted calculation has the opposite problem. It puts half a spin-up and half a spin-down electron on each atom. The total density, and hence the Hartree energy, is that of a normal atom, but local exchange changes from \(-X\) to

\[
-2\Big(\frac12\Big)^{4/3}X=-2^{-1/3}X .
\]

Each atom is raised by \((1-2^{-1/3})X\), about 0.055 hartree, or roughly 290 kJ/mol for the pair at fixed density. This estimate has exchange only. Restricted PBE, which includes correlation, is 214 kJ/mol too high relative to two PBE atoms.

A low homolysis barrier should therefore be attributed to delocalisation error only after the charges and spins have been examined. In stretched \(\mathrm{H_2^+}\) the half charges are not themselves the fault, because the exact symmetric state has them too. The failure is that the approximate functional places their energy well below that of separate H and \(\mathrm{H^+}\), when the two should be equal at large distance. For radical attack, the comparison must be between the transition state and the reactants. The numerical output below gives the values used here.

## Computed values

```
1s Hartree self-energy J = 0.3125 hartree
1s local exchange magnitude X = 0.2680 hartree
frozen error at q=1: 0.0445 hartree
frozen error of two half atoms: -0.0565 hartree
frozen half-half minus integer: -0.1010 hartree
local-exchange curve concave below q = 0.083
exact H atom in cc-pVTZ: -0.49981 hartree
sharing at R = 14 bohr: q, exact, local exchange, formula (hartree)
  0.00  -0.4998  -0.4553  -0.4553
  0.25  -0.4998  -0.5160  -0.5160
  0.50  -0.4998  -0.5384  -0.5384
self-consistent H: E(1), 2E(1/2), difference (hartree)
  local exchange: -0.4567  -0.5579  -0.1012
  upper bound on 2E(1/2), local exchange: -0.5524 hartree
  SVWN: -0.4783  -0.5785  -0.1001
  PBE: -0.4996  -0.6062  -0.1066
  PBE0: -0.5010  -0.5796  -0.0786
  HF: -0.4998  -0.4998  0.0000
H2+ exact: minimum at 2.00 bohr, -0.6022 hartree
  exact dissociation energy 268.9 kJ/mol
H2+ SVWN: minimum at 2.19 bohr, -0.5848 hartree
  false maximum at 5.9 bohr, height 107.3 kJ/mol
  from integer fragments 279.6 kJ/mol
  E(14 bohr) -0.5606, 2E(1/2)+1/(4R) -0.5606 hartree
H2+ PBE: minimum at 2.14 bohr, -0.6097 hartree
  false maximum at 5.6 bohr, height 102.4 kJ/mol
  from integer fragments 288.9 kJ/mol
  E(14 bohr) -0.5883, 2E(1/2)+1/(4R) -0.5883 hartree
H2+ above own minimum: R/bohr, exact, SVWN, PBE (kJ/mol)
  3  66.9  30.5  34.1
  4  152.2  78.0  79.6
  6  241.8  107.2  101.7
  8  263.7  95.8  88.5
  14  268.9  63.6  56.0
neutral H2, 10 bohr, PBE minus two atoms: unrestricted -0.01 kJ/mol
  restricted 214.3 kJ/mol
H3 saddle H-H 1.758 bohr; H2 bond 1.406 bohr (FCI/6-311G**)
H + H2 barrier FCI: 46.4 kJ/mol
  SVWN: -11.7, error -58.0 kJ/mol
    minority-electron self-error: H3 34.2, H2 57.7, change -23.5 kJ/mol
  PBE: 15.7, error -30.7 kJ/mol
    minority-electron self-error: H3 -23.4, H2 -5.6, change -17.8 kJ/mol
  PBE0: 23.9, error -22.5 kJ/mol
  HF: 73.3, error 27.0 kJ/mol
```
